\section*{Ohmic leakage and the settling of a crossbar word line}

\section{The line and what settling means}

A word line of length $L$ has total wire resistance $R$ and total capacitance $C$. Its memory cells conduct to crossing bit lines with total conductance $G$. All three are spread uniformly, with values per length $r=R/L$, $c=C/L$ and $g=G/L$. The cells are ohmic and the bit lines are held at a fixed bias, from which the line voltage $V(x,t)$ is counted. The line is at $V=0$ until $t=0$, when an ideal driver steps the end $x=0$ to $V_0$. The end $x=L$ is open. Inductance is neglected.

This describes half-voltage bias. All lines rest at half the write voltage, and the selected word line is then raised by the other half, $V_0$. The write current of the selected cell is treated separately below.

I use $\xi=x/L$, $\gamma=RG$ and $\kappa=\sqrt{\gamma}$. \emph{Settling} means approach to the line's own final state, measured by the missing fraction
\begin{equation}
S(t)=\frac{V_\infty(L)-V(L,t)}{V_\infty(L)} .
\end{equation}
The time to reach a fixed voltage is a different quantity. In comparisons with and without leakage, $R$, $C$ and $V_0$ are held fixed.

\section{The belief and its appeal}

The belief is that leaky cells make a word line settle more slowly. The argument is that the cells divert current that would have charged the far end, so charging must take longer.

The first half is right: at every moment the far end of the leaky line is lower. But its target is lower too. A single capacitor fed through a resistance $R_s$ and shunted by $G$ shows the point:
\begin{equation}
C\frac{dV}{dt}=\frac{V_0-V}{R_s}-GV
=\frac{V_0}{R_s}-\left(\frac1{R_s}+G\right)V .
\end{equation}
The decay rate is $1/(R_sC)+G/C$. The initial slope $V_0/(R_sC)$ does not depend on $G$, while the final voltage $V_0/(1+R_sG)$ falls with it. A distributed line needs its own derivation, because its far end responds through many modes.

\section{Final state and slowest mode}

The current along the wire is $I=-(1/r)\,\partial V/\partial x$. In a short piece $dx$, the stored charge changes by the current entering, minus the current leaving, minus the leakage $gV\,dx$. Hence
\begin{equation}
c\,\frac{\partial V}{\partial t}=\frac1r\frac{\partial^2V}{\partial x^2}-gV,
\qquad
RC\,\frac{\partial V}{\partial t}=\frac{\partial^2V}{\partial \xi^2}-\gamma V ,
\label{eq:line}
\end{equation}
where the second form follows on multiplying by $rL^2$.

In the final state $V_\infty''=\kappa^2V_\infty$, with primes for $d/d\xi$. The driver fixes $V_\infty(0)=V_0$, and the open end carries no current, so $V_\infty'(1)=0$. Therefore
\begin{equation}
V_\infty(\xi)=V_0\frac{\cosh[\kappa(1-\xi)]}{\cosh\kappa},
\qquad V_\infty(L)=\frac{V_0}{\cosh\kappa}.
\label{eq:final}
\end{equation}

The deviation $D=V_\infty-V$ obeys the same equation with $D=0$ at the driver and $D'=0$ at the open end. Put $D=\phi(\xi)e^{-st}$:
\begin{equation}
\phi''=-(RCs-\gamma)\phi .
\end{equation}
Multiplying by $\phi$ and integrating by parts gives $\int\phi'^2d\xi=(RCs-\gamma)\int\phi^2d\xi$. The bracket is thus positive, since a constant $\phi$ would have to vanish. Call it $q^2$. The driver condition selects $\phi=\sin q\xi$, and the open end requires $\cos q=0$, so
\begin{equation}
q_n=(n+\tfrac12)\pi,\qquad s_n=\frac{q_n^2+\gamma}{RC},\qquad
s_0=\frac{\pi^2}{4RC}+\frac GC .
\label{eq:rate}
\end{equation}
Leakage adds $G/C$ to every rate. It opens a second path by which a deviation can discharge, besides diffusion along the wire.

\section{Why the rate alone is not enough}

A faster last mode could still start with a larger share of the signal. At $t=0$ the deviation is $V_\infty(\xi)$ itself. These sines form a complete orthogonal set for the end conditions, with $\int_0^1\sin^2q_n\xi\,d\xi=\frac12$, so the amplitudes are $b_n=2J_n$ with $J_n=\int_0^1V_\infty\sin q_n\xi\,d\xi$. Replace $\kappa^2V_\infty$ by $V_\infty''$ and integrate by parts twice:
\begin{align}
\kappa^2J_n&=\big[V_\infty'\sin q_n\xi\big]_0^1-q_n\int_0^1V_\infty'\cos q_n\xi\,d\xi\nonumber\\
&=0-q_n\big[V_\infty\cos q_n\xi\big]_0^1-q_n^2J_n
=q_nV_0-q_n^2J_n .
\end{align}
The first bracket vanishes because $V_\infty'(1)=0$ and $\sin0=0$; the second equals $-V_0$ because $\cos q_n=0$. With $\sin q_n=(-1)^n$,
\begin{equation}
V(L,t)=V_\infty(L)-\sum_{n=0}^{\infty}(-1)^nb_ne^{-s_nt},\qquad
b_n=\frac{2V_0q_n}{q_n^2+\gamma}.
\label{eq:series}
\end{equation}
Relative to the final voltage, the slowest mode has the weight
\begin{equation}
\frac{b_0}{V_\infty(L)}=\frac{\pi\cosh\kappa}{\pi^2/4+\gamma}
\simeq\frac4\pi\left[1+\left(\frac12-\frac4{\pi^2}\right)\gamma\right]
\quad(\gamma\ll1).
\label{eq:weight}
\end{equation}
The coefficient of $\gamma$ is positive, so this weight initially grows with leakage. For $\kappa\gg1$ it grows as $\pi e^{\kappa}/(2\kappa^2)$. Equation~(\ref{eq:rate}) therefore does not by itself settle the matter for every tolerance.

\section{Earlier settling at every tolerance}

Let $a=G/C$. The time derivative $W=\partial V/\partial t$ is the response to a voltage impulse $V_0\delta(t)$ at the driver. Write $W=e^{-at}Y$. The left side of (\ref{eq:line}) then yields an extra term $-RCaW=-\gamma W$, which cancels the leakage term, leaving $RC\,\partial Y/\partial t=Y''$. The source is unchanged, because $e^{at}\delta(t)=\delta(t)$. If $h_0(t)$ is the far-end response of the leak-free line to a unit impulse,
\begin{equation}
V(L,t)=V_0\int_0^te^{-at'}h_0(t')\,dt'.
\label{eq:tilt}
\end{equation}

The function $h_0$ is never negative. To see this, view the line as the limit of a ladder of resistors and capacitors. After the impulse all node voltages are zero or positive, and a node at zero with non-negative neighbours receives current and cannot be driven below zero. Moreover, $h_0$ is a sum of decaying exponentials, analytic for $t>0$ and not identically zero, so any zeros are isolated and do not affect the integrals below.

Equation~(\ref{eq:tilt}) shows that $V(L,t)$ falls with $G$ at every $t>0$. The missing fraction is
\begin{equation}
S(t)=\frac{\int_t^\infty e^{-at'}h_0\,dt'}{\int_0^\infty e^{-at'}h_0\,dt'} .
\end{equation}
Differentiating its logarithm brings down a factor $-t'$ in each integral:
\begin{equation}
\frac{\partial\ln S}{\partial a}
=-\Big(\langle t'\rangle_{t'>t}-\langle t'\rangle\Big)<0 .
\label{eq:order}
\end{equation}
Both averages use the weight $e^{-at'}h_0$, the first restricted to times after $t$. It is the larger, since the full average also includes the earlier times. Leakage thus brings the far end within any given fraction of its own final value sooner. It suppresses late arrivals more than early ones.

The mean arrival time measures this. By (\ref{eq:final}) and (\ref{eq:tilt}), $\int_0^\infty e^{-at}h_0\,dt=1/\cosh\kappa$ with $\kappa^2=aRC$, so $d\kappa/da=RC/(2\kappa)$ and
\begin{equation}
\langle t\rangle=\frac{d\ln\cosh\kappa}{da}=\frac{RC}{2}\,\frac{\tanh\kappa}{\kappa},
\end{equation}
which tends to $RC/2$ without leakage and is smaller with it.

\section{A line of 2048 cells}

Take a copper word line with $4.00\ \Omega$ and $15.08$ aF per cell, and half-selected cells of $20\ \mathrm{M\Omega}$. Then $R=2048\times4.00\ \Omega=8.192\ \mathrm{k\Omega}$, $C=30.89$ fF and $G=2048/(20\ \mathrm{M\Omega})=102.4\ \mu$S. These give $RC=253.1$ ps, $\gamma=0.839$ and $\kappa=0.916$. The slowest rate is
\begin{equation}
s_0=\frac{2.4674+0.8389}{253.06\ \mathrm{ps}}=13.07\ \mathrm{ns^{-1}},
\end{equation}
against $9.75\ \mathrm{ns^{-1}}$ without leakage. For a step of $1$ V the far end finishes at $1/\cosh0.916=0.690$ V. A ladder with one node per cell gives $13.06\ \mathrm{ns^{-1}}$ and $0.690$ V.

The weight (\ref{eq:weight}) rises from $1.273$ to $1.377$. The time to $99\%$ of the final value, with the slowest mode alone, is
\begin{equation}
t_{99}=\frac{\ln(100\times1.377)}{13.07\ \mathrm{ns^{-1}}}=377\ \mathrm{ps},
\end{equation}
and the full series gives the same figure. Without leakage the time is $497$ ps. The gain is a factor $1.32$, slightly less than the rate ratio $1.34$ because of the larger weight.

The belief is right about a different clock. To reach a fixed $0.60$ V takes $119$ ps without leakage and $181$ ps with it, and a level between $0.690$ V and $1$ V is never reached. Raising the drive to $1.45$ V restores the far end to $1$ V without changing $S(t)$, since the line is linear. By (\ref{eq:order}) the far end then runs ahead of the leak-free line at every $t>0$. The price is more stress near the driver: half-selected cells there see $1.45$ V instead of $1$ V, and the wire current rises by the same factor. These figures hold for ohmic cells. With the hopping cells of the last section, $1.45$ V brings the far end only to $0.98$ V; about $1.50$ V is needed, and the cells next to the driver then draw about $2.7$ times their current at $1$ V.

\section{Driver resistance and uneven leakage}

With a driver resistance $R_s$, the deviation obeys $D(0)=(R_s/R)D'(0)$. The modes $\cos[q(1-\xi)]$ satisfy the open end, and the driver end requires $\cos q=(R_s/R)\,q\sin q$, or
\begin{equation}
q\tan q=\frac{R}{R_s},\qquad s=\frac{q^2}{RC}+\frac GC .
\end{equation}
For $R_s\gg R$ the smallest root has $q^2\simeq R/R_s$, which recovers the single-capacitor rate. The proof of (\ref{eq:order}) carries over, because the factor $e^{-at}$ leaves this end condition unchanged. For $R_s=1\ \mathrm{k\Omega}$ the example's slowest rate rises from $7.76$ to $11.08\ \mathrm{ns^{-1}}$ with leakage, and the far end finishes at $V_0/[\cosh\kappa+(R_s/R)\kappa\sinh\kappa]=0.638$ V, since the final state keeps the shape $\cosh[\kappa(1-\xi)]$ and now obeys $V_\infty(0)=V_0+(R_s/R)V_\infty'(0)$.

If $g$ varies along the line, multiply the mode equation $-\phi_{xx}/r+g\phi=sc\phi$ by $\phi$ and integrate:
\begin{equation}
s=\frac{\int_0^L(\phi_x^2/r+g\phi^2)\,dx}{\int_0^Lc\,\phi^2\,dx}.
\end{equation}
The slowest rate is the minimum of this quotient over functions with $\phi(0)=0$, as expanding a trial function in modes shows. Insert the leaky line's slowest mode: its first term alone is at least the leak-free rate, and any leakage $g\geq0$ spread over part of the line adds to it. For weak leakage the weight is $\sin^2(\pi x/2L)$, largest at the far end. With the example's total $G$ placed in the near half, the rate is $10.9\ \mathrm{ns^{-1}}$; in the far half it is $15.1\ \mathrm{ns^{-1}}$. For uneven leakage this shows a faster last mode, not the ordering at every tolerance.

\section{Real crossbars}

The parameters are rough values for an oxide resistive memory with $40$ nm pitch and a $10$ nm stack, with every half-selected cell in a high-resistance state. Stored data can break this assumption badly. Without a selector, a low-resistance cell that draws $10\ \mu$A at $2$ V would, under the hopping law below, draw $1.4\ \mu$A at $1$ V instead of $50$ nA. With a tenth of the cells in that state, scattered at random, and all cells hopping, the far end would finish near $0.44$ V. If the low-resistance cells were instead ohmic, as conducting filaments often nearly are, each would draw $5\ \mu$A at $1$ V and the far end would finish near $0.10$ V. Real cells are also not ohmic. For hopping over $1$ nm at $300$ K, $I\propto\sinh(V/0.517\ \mathrm V)$. With the cell current at $1$ V kept the same, the far end finishes at $0.735$ V, because the cells conduct less at lower voltage. Small deviations then feel the differential conductance $dI/dV$, which here exceeds the ohmic value all along the line, and the late rate is $14.1\ \mathrm{ns^{-1}}$. A time evolution of the nonlinear line from rest gives the same rate. A selector with negative differential conductance lies outside the result: there the added term can be negative and slow the last mode. Temperature matters more than the curvature of the hopping law. At $358$ K, an assumed activation energy of $0.20$ eV multiplies the leakage by $3.5$, and the warmer copper raises $R$ by about $5\%$; if the cells stay ohmic, the far end finishes at $0.34$ V while the slowest rate rises to $20.9\ \mathrm{ns^{-1}}$. With hopping cells it finishes at $0.42$ V if the factor $3.5$ applies to the cell current at $1$ V, and at $0.50$ V if it applies to the prefactor of the hyperbolic sine. A write current $I_w=10\ \mu$A drawn at the far end of the ohmic line adds a voltage $u$ with $u''=\kappa^2u$, $u(0)=0$ and $u'(1)=-I_wR$, so the far end loses a further $I_wR\tanh\kappa/\kappa=65$ mV at $300$ K. The time of flight, $1.6$ ps, justifies neglecting inductance. The steady driver current density, $10\ \mathrm{MA/cm^2}$ at $300$ K and $24\ \mathrm{MA/cm^2}$ on the hot ohmic line, is high for continuous use of copper. The charging current comes on top of it: with an ideal driver at $300$ K the total is still about $33\ \mathrm{MA/cm^2}$ at $20$ ps after the step. The example therefore assumes short, infrequent pulses. In this model, leakage lowers the voltage available for writing and delays the crossing of any fixed voltage, which is the clock a write threshold follows. It does not slow the approach to the line's own final state: this is proved at every tolerance for uniform ohmic leakage, and for the slowest mode when the leakage is uneven or nonlinear with non-negative differential conductance. Further values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
cells 2048; pitch 40 nm; length 81.92 um
wire width 20 nm, height 40 nm
resistivity 8.0 uohm cm
stack 10 nm; relative permittivity 20
wire capacitance 0.20 fF/um
per cell: wire 4.00 ohm, capacitance 15.08 aF
cell leakage resistance 20 Mohm; step V0 1.00 V
R 8.192 kohm; C 30.89 fF; G 102.4 uS
RC 253.1 ps; C/G 301.7 ps
RG 0.8389; kappa 0.9159
slowest rate, no leak 9.750 /ns
slowest rate, leak 13.065 /ns
ladder rates 9.746, 13.061 /ns
rate ratio leak/no leak 1.3400
time constants: no leak 102.6, leak 76.5 ps
final far end: formula 0.6899, ladder 0.6897 V
first-mode share of final: no leak 1.2732, leak 1.3774
time to 99% of own final, no leak 497.1 ps
time to 99% of own final, leak 377.0 ps
one-mode estimate of the latter 377.0 ps
time to fixed 0.60 V, no leak 118.7 ps
time to fixed 0.60 V, leak 180.5 ps
mean arrival, no leak 126.5 ps
mean arrival, leak 100.0 ps
drive restoring far end to V0: 1.450 V
mesh shift of far end, 100 to 200 points 17.7 uV
rate, all leakage in near half 10.893 /ns
rate, all leakage in far half 15.107 /ns
driver 1.0 kohm: q 1.4014, far end 0.6382 V
  rates: no leak 7.760, leak 11.075 /ns
hopping: distance 1.0 nm, T 300 K, scale 0.517 V
  far end 0.7345 V; late rate 14.144 /ns
  late rate from time evolution 14.143 /ns
hot line: T 358 K, activation 0.20 eV
  copper slope 0.0070 uohm cm/K; R_hot/R 1.0508
  leakage factor 3.502; far end 0.3352 V
  slowest rate 20.889 /ns
write current 10 uA: far-end drop 64.8 mV
bit-line drop, at most 0.41 mV
inductance 1.0 pH/um: flight 1.59 ps
driver current 80.9 uA; density 10.12 MA/cm2
heating 0.33 K (oxide 1.0 W/m/K, shape 2.0)
stack field: half-selected 1.0 MV/cm
stack field: selected 2.0 MV/cm
\end{verbatim}
